# Davidson and Olsen corrections in a CI eigensolver: stalls and settings, part 2

The solver seeks the lowest eigenpair $\lambda_0,c_0$ ($\lVert c_0\rVert=1$) of the real symmetric CI matrix $H=D+O$, with diagonal $D_I=H_{II}$ and off-diagonal $O$; $\lambda_1$ is the next eigenvalue. The algebra is in atomic units, the example in eV. A subspace with orthonormal basis $V$ gives the Ritz pair $\theta$, $x=Vy$, $\lVert x\rVert=1$, and residual $r=(H-\theta)x$:

$$V^T r = V^THVy - \theta V^TVy = 0, \tag{2}$$

and, for $\theta<\lambda_1$,

$$0 \le \theta-\lambda_0 \le \frac{\lVert r\rVert^2}{\lambda_1-\theta}. \tag{3}$$

Let $P=1-xx^T$, $Q=1-VV^T$, $P_0=1-c_0c_0^T$. The angle $\varphi$ between $x$ and $c_0$ obeys $\sin\varphi\le\lVert r\rVert/(\lambda_1-\theta)$. With $x+\delta=c_0/(x^Tc_0)$,

$$P(H-\lambda_0)P\,\delta = -r, \qquad \lambda_0 = \theta + r^T\delta. \tag{4}$$

Davidson's correction is $t=-Kr$, $K=(M-\theta)^{-1}$, with preconditioner $M\approx H$; a fixed shift $\sigma$ replaces `ritz` ($\theta$) in $K$. Without preconditioner, $t\propto r$ (Lanczos). Each step adds $u=Qt/\lVert Qt\rVert$ to $V$. With $a=u^THu$, $b=u^THx$,

$$\theta_{\rm new} \le \frac{\theta+a}{2} - \sqrt{\frac{(a-\theta)^2}{4}+b^2}. \tag{6}$$

$$r^TQt = r^Tt = -r^TKr, \qquad b = -\frac{r^TKr}{\lVert Qt\rVert}. \tag{7}$$

Definite $M-\theta$ thus excludes a stall ($Qt=0$, $r\ne0$). The run stops at $\lVert r\rVert<$ `residual_tol` and rejects $t$ at $\lVert Qt\rVert/\lVert t\rVert<$ `lindep_tol`.

Olsen's correction, first-order for $H_0=\theta\,xx^T+PMP$ perturbed by $H-H_0$, is

$$t_O = -Kr+\epsilon Kx, \qquad \epsilon = \frac{x^TKr}{x^TKx}. \tag{11}$$

$$Pt - t_O = -\epsilon\,PKx. \tag{12}$$

For $M=H$, $\theta$ not an eigenvalue, Davidson stalls:

$$t = -(H-\theta)^{-1}(H-\theta)x = -x, \qquad Qt = 0. \tag{14}$$

For $M=H-\eta O$, $G=(H-\theta)^{-1}$,

$$Qt = -\eta\,QGOx+O(\eta^2), \qquad r^Tt = -\eta\,x^TOx+O(\eta^2), \tag{15}$$

and the lowest eigenvalue of $M-\theta$, to first order $\lambda_0-\theta-\eta\,c_0^TOc_0$, vanishes near $\eta^*$.

For $x=e_0$ (lowest $D_I$), $D_0=0$, $H(g)=D+gO$ with lowest eigenvalue $\lambda_0(g)$, $t$ is the Epstein–Nesbet (EN) vector

$$D_Ic^{(1)}_I + O_{I0} = 0 \quad\Rightarrow\quad c^{(1)}_I = -\frac{H_{I0}}{H_{II}-H_{00}}. \tag{8}$$

Then $E_2=r^Tt=-t^TDt=e_0^TOt$, $E_3=t^TOt$, and $e_0+gt$ has quotient

$$R(g) = \frac{g^2t^TDt + 2g^2e_0^TOt + g^3t^TOt}{1+g^2\lVert t\rVert^2} = \frac{g^2E_2+g^3E_3}{1+g^2\lVert t\rVert^2}. \tag{9}$$

The first Ritz value is $\theta_1$. Møller–Plesset (MP) denominators are $F_I-F_0$, $F_I$ summing occupied orbital energies.

## Two cures, and the orders of convergence

A fixed shift $\sigma\neq\theta$ with $M=H$ uses $r = (H-\sigma)x+(\sigma-\theta)x$:

$$t = -(H-\sigma)^{-1}r = -x+(\theta-\sigma)(H-\sigma)^{-1}x. \tag{16}$$

The second term is inverse iteration. For $\sigma<\lambda_0$, $H-\sigma$ is positive definite and the argument of (7) excludes a stall. Olsen's correction with $M=H$ has $Kr=x$, so $\epsilon = 1/x^TGx$ and

$$x+t_O = \frac{Gx}{x^TGx}, \tag{17}$$

which is Rayleigh quotient iteration. The term $\epsilon Kx$, which Davidson's form drops, is here the entire new direction.

To compare the updates, write $x = c_0\cos\varphi+w\sin\varphi$ with $w\perp c_0$ of unit length and $\rho = w^THw$. The cross term $c_0^THw$ vanishes, so $\theta-\lambda_0 = (\rho-\lambda_0)\sin^2\varphi$. Also $Gc_0 = -c_0/(\theta-\lambda_0)$, while on the range of $P_0$, $G = R+O(\varphi^2)$ with $R$ the inverse of $H-\lambda_0$ there. Let $\varphi'$ be the angle of the updated single vector, to leading order in $\varphi$.

For diagonal Davidson the vector is $-KOx$. The eigenvalue equation gives $(D-\lambda_0)c_0=-Oc_0$, so $-(D-\lambda_0)^{-1}Oc_0 = c_0$, and $K = (D-\lambda_0)^{-1}+O(\varphi^2)$. The vector is $c_0-\varphi(D-\lambda_0)^{-1}Ow+O(\varphi^2)$, so $\varphi' \simeq \varphi\,\lVert P_0(D-\lambda_0)^{-1}Ow\rVert$: order 1.

For the limit $\eta\to0$ the vector is $GOx$. Its $c_0$ component has size $|c_0^TOx|/(\theta-\lambda_0)$ and its remainder is $GP_0Ox \to RP_0Oc_0$. So $\varphi' \simeq \varphi^2(\rho-\lambda_0)\lVert RP_0Oc_0\rVert/|c_0^TOc_0|$: order 2, provided $c_0^TOc_0\ne0$.

For (17) the vector is $Gx$, with $c_0$ component of size $\cos\varphi/(\theta-\lambda_0)$ and remainder $Gw\sin\varphi$. So $\varphi'\simeq\varphi^3(\rho-\lambda_0)\lVert Rw\rVert$: order 3.

For (16) with $\sigma<\lambda_0$ the same split gives $\tan\varphi' = (\lambda_0-\sigma)\lVert(H-\sigma)^{-1}w\rVert\tan\varphi \le \tan\varphi\,(\lambda_0-\sigma)/(\lambda_1-\sigma)$: order 1.

These orders describe single-vector updates. The subspace step reaches an energy at least as low, since the updated vector lies in the enlarged space.

## Worked example: full CI of water in STO-3G

The geometry is chosen round, $R_{\rm OH}=0.96$ Å and $104.5^\circ$. RHF orbitals give $N=441$ determinants, and $E_{\rm RHF} = -2039.8558$ eV is the zero of energy. Dense diagonalization gives $\lambda_0=-1.356097$ eV ($-0.04983565$ hartree) and $\lambda_1=9.4119$ eV, with Hartree–Fock coefficient $0.986561$. The excited diagonal elements run from $12.075$ to $1282.3$ eV. The digits serve to follow convergence within this minimal basis; these energies are properties of the model matrix and are not accurate values for real water: in cc-pVTZ the RHF energy is about 30 eV lower and the MP2 correlation energy is about $-7.5$ eV instead of $-0.97$ eV. The program and its output are printed after this text.

**First step.** The largest coefficient belongs to the determinant with orbital 3 replaced by orbital 7 in both spins, with $H_{I0}=4.1521$ eV. The Epstein–Nesbet value is $-4.1521/49.6990=-0.0835$ and the Møller–Plesset value is $-4.1521/73.7668=-0.0563$, against the full-CI ratio $c_I/c_0=-0.0784$. Relative to that ratio the first is 6.6% too large in magnitude and the second 28% too small. The denominators differ by $49.70-73.77=-24.07$ eV. The sums are $E_2=-1.4756$ eV, which overshoots $\lambda_0$ by 8.8%, and MP2 $=-0.9721$ eV, which is 72% of $\lambda_0$. The program asserts that $t$ equals a finite-difference derivative of the eigenvector, that $E_2$ and $E_3$ match finite differences of $\lambda_0(g)$, and that $r^Tt$ equals an independent MP2 calculation.

With $\lVert t\rVert=0.17692$ and $E_3=0.153743$ eV, the $2\times2$ elements follow from the relations above (9): $b=E_2/\lVert t\rVert=-1.475639/0.17692=-8.341$ eV, and $a=(E_3-E_2)/\lVert t\rVert^2=1.629382/0.031301=52.06$ eV. They agree with the printed $-8.3406$ and $52.0541$ eV within the rounding of $\lVert t\rVert$. Equation (6) gives $26.0271-\sqrt{26.0271^2+8.3406^2}=26.0271-27.3308=-1.3037$ eV. The unoptimized quotient (9) is $-1.321896/1.031301=-1.2818$ eV, above $\theta_1$ as required. The order in $g$ of $\theta_1-\lambda_0$, measured on the part even in $g$, is $4.000$.

**Davidson run.** All entries are in eV, with `residual_tol` $=10^{-4}$ eV.

| step | $\theta-\lambda_0$ | $\lVert r\rVert$ | bound (3) |
|---|---|---|---|
| 0 | 1.36 | 8.67 | 7.98 |
| 1 | $5.23\times10^{-2}$ | 1.86 | $3.21\times10^{-1}$ |
| 2 | $2.62\times10^{-3}$ | $4.23\times10^{-1}$ | $1.66\times10^{-2}$ |
| 3 | $9.81\times10^{-5}$ | $7.15\times10^{-2}$ | $4.75\times10^{-4}$ |
| 4 | $2.93\times10^{-6}$ | $1.43\times10^{-2}$ | $1.89\times10^{-5}$ |
| 5 | $6.89\times10^{-8}$ | $2.07\times10^{-3}$ | $3.98\times10^{-7}$ |
| 6 | $1.31\times10^{-9}$ | $3.13\times10^{-4}$ | $9.10\times10^{-9}$ |
| 7 | $3.29\times10^{-11}$ | $4.43\times10^{-5}$ | $1.82\times10^{-10}$ |

At step 0 the bound is $8.6677^2/9.4119=7.98$ eV. The energy error falls by a factor of 20 to 53 per step, and the bound exceeds the error by a factor of about 5 to 7. By (4) the true error is $r^T[P(H-\lambda_0)P]^{-1}r$, so $\lVert r\rVert^2/(\theta-\lambda_0)$ is a harmonic mean of the eigenvalues of the projected matrix, weighted by the residual. At step 0 it is $75.13/1.356=55$ eV, whereas (3) uses $\lambda_1-\theta=9.41$ eV, the distance to the next eigenvalue. The program asserts (2), (3), (6) and $r^Tt<0$ at every step.

Without a preconditioner 30 steps are needed instead of 7. The program asserts the ordering and the equality with an explicit Krylov basis after four steps. The eigenvector of $\lambda_1$ has no overlap with $e_0$, so the Krylov space never contains it, and the gap this run sees is the larger one, about 16 eV, to the lowest excited state that overlaps $e_0$. That the wide spread of the diagonal, up to 1282 eV against this gap, is the cause is a conjecture here and is not tested.

**Davidson against first order.** Take $x$ after step 1. The first row of the $2\times2$ problem gives $x_1/x_0=\theta_1/b=1.303749/8.3406=0.15631$, so $x_0=0.98800$ and $x_1=0.15444$. The printed $x^Tt=-1.204\times10^{-4}$ is not zero, so $t\neq t_O$. From (11), $x^TKx=-x^Tt/\epsilon=1.204/1.607=0.749$ eV$^{-1}$, almost all of it the Hartree–Fock term $x_0^2/(D_0-\theta)=0.97614/1.3037=0.7487$ eV$^{-1}$. The difference (12) is $5.1\times10^{-4}$ of $\lVert t_O\rVert$. The program asserts that $t_O$ matches the finite-difference derivative to $10^{-6}$ and that $Pt$ misses it by more than $10^{-5}$, both relative to its length. For $M=D$ the difference does not change the count in this molecule: both corrections take 7 steps. The length $\lVert t\rVert=0.0355$ is close to the exact $\lVert\delta\rVert=0.0335$, which does not by itself show that the two vectors agree in direction.

**Stall.** With $M=H$ the run from the Hartree–Fock determinant stalls at once, with the full error $1.356$ eV and $\lVert r\rVert=8.67$ eV. At $x$ after step 1, $\lVert t+x\rVert=1.1\times10^{-14}$ and $\lVert Qt\rVert=3.5\times10^{-16}$, which is rounding noise. In the diagonal model $H\to D$ started from $c_0$, $\theta=c_0^TDc_0=\lambda_0-c_0^TOc_0=-1.3561+2.6195=1.2634$ eV. This lies between $D_0=0$ and $12.075$ eV, and Davidson stalls there. Olsen's correction converges in 2 steps, both in that model and for the molecule with $M=H$.

**Scan in $\eta$**, one step from $x$ after step 1, where the error is $5.23\times10^{-2}$ eV:

| $\eta$ | lowest eigenvalue of $M-\theta$ (eV) | $r^Tt$ (eV) | $\lVert Qt\rVert$ | error after (eV) |
|---|---|---|---|---|
| 1 | 1.3037 | $-5.54\times10^{-2}$ | $3.55\times10^{-2}$ | $2.62\times10^{-3}$ |
| 0.1 | 0.1976 | $-6.17\times10^{-2}$ | $3.88\times10^{-2}$ | $2.18\times10^{-5}$ |
| $10^{-3}$ | $-0.0497$ | $2.56\times10^{-3}$ | $1.61\times10^{-3}$ | $4.72\times10^{-8}$ |
| $10^{-6}$ | $-0.0523$ | $2.43\times10^{-6}$ | $1.53\times10^{-6}$ | $5.08\times10^{-8}$ |

The first-order eigenvalue at $\eta=10^{-3}$ is $-0.0523+0.0026=-0.0497$ eV, and $\eta^*\approx0.0523/2.6195=0.020$. At $\eta=10^{-6}$, $\lVert Qt\rVert/\eta$ agrees with the limit $1.532$ of (15), as the program asserts. At $10^{-3}$ it is $1.612$, larger by a factor of $1.052$, numerically the ratio $0.0523/0.0497$ of the small denominators. That is what one expects if the $c_0$ term of $KOx$, which carries this denominator, dominates $Qt$; the dominance is not tested. The negative sign of $r^Tt$ at $\eta=1$ and $0.1$ follows from the positive definite $M-\theta$, and the positive sign at small $\eta$ from (15). Write $x=x_0e_0+\beta t_{\rm EN}$, with $t_{\rm EN}$ the vector (8) and $\beta=0.15444/0.17692=0.8729$. Then $x^TDx=-\beta^2E_2=1.1244$ eV and $x^TOx=\theta-x^TDx=-2.428$ eV, so $r^Tt=+2.428\,\eta$ eV, as printed for $\eta=10^{-6}$.

The last column may be unexpected: a preconditioner within $10^{-6}$ of the stalling one leaves an error of $5\times10^{-8}$ eV, against $2.6\times10^{-3}$ eV for the diagonal, and within a factor of two of exact Olsen, $2.9\times10^{-8}$ eV. The structure can be derived. With $r_{\rm HF}=He_0$, we have $Dx=-\beta r_{\rm HF}$, so $Ox=(H-\theta)x+\theta x+\beta He_0$. Using $GHe_0=e_0+\theta Ge_0$ and $Qx=Qe_0=0$ gives $QGOx=\theta\,QG(x+\beta e_0)$. The limiting direction is inverse iteration with shift $\theta$ applied to $x+\beta e_0$, where Olsen applies it to $x$. Taking $a\approx52$ eV as a typical gap, inverse iteration shrinks the angle by roughly $0.0523/52\approx10^{-3}$. For Olsen the estimate is $52\times(10^{-3}\times0.0335)^2\approx6\times10^{-8}$ eV. This is an order of magnitude only: lower-lying states shrink less than $a$ suggests, and the estimate refers to the single vector, whereas $2.9\times10^{-8}$ eV is the value after the subspace step. The vector $x+\beta e_0$ starts further from $c_0$ than $x$ does. That the subspace absorbs most of this extra error, which lies largely along $t_{\rm EN}$, is a conjecture.

A fixed shift 1 eV below $\theta$ gives $\lVert Qt\rVert=3.4\times10^{-2}$ and an error of $8.7\times10^{-6}$ eV. The single-vector orders measured between $\varphi=10^{-3}$ and $5\times10^{-4}$ rad are $0.999$, $2.000$ and $3.000$.

## Settings

**Lowest root, dominant reference.** Use `diagonal`, `davidson`, `ritz`, and start from the determinant of lowest diagonal element, taken nondegenerate. Then $\theta<\min_I D_I$ after the first step and (7) excludes a stall. The only singular denominator occurs at step 0, where $r_0=0$ and $t_0$ is set to zero. Olsen's term is harmless here but gained no step in the example.

**Indefinite $M-\theta$.** This arises whenever $\theta$ lies between the lowest and the highest eigenvalue of $M$. For $M=D$ that means $\min_I D_I<\theta<\max_I D_I$, from a poor start or for an excited root above the lowest diagonal element; an excited root below $\min_I D_I$ leaves $D-\theta$ definite. For $M=H$ it holds for every $x$ with $r\neq0$. The guarantee (7) is lost, although a stall still needs $K(H-M)x$ to fall inside the subspace. `olsen` is the safer choice when $M-\theta$ is indefinite and $M$ is close to $H$, as for a nearly diagonal $H$ or a large exact block entered from a single determinant. It removes the stall (14), but it need not save steps when $M-\theta$ is definite or $M$ is only nearly exact, and it does not repair a poor start. It costs a second application of $K$ and two scalar products, with no extra product with $H$. It fails if $x^TKx=0$, which is possible for indefinite $K$. For an exact or near-exact $M$ it tends to (17), which amplifies the eigenvectors with eigenvalue nearest $\theta$, and for a poor start these need not be the wanted one.

**Fixed shift.** For the lowest root, any $\sigma$ below the lowest eigenvalue of $M$ makes $M-\sigma$ definite and forbids a stall. For $M=H$ the price is that the single-vector update is only of order 1. In the example $\sigma=-2.3037$ eV, and that update multiplies $\tan\varphi$ by at most $0.9476/11.7156=0.081$. The subspace step is guaranteed only an energy at least as low as that of the updated vector.

**`residual_tol`.** To guarantee an energy error below $\Delta E$, (3) asks for $\lVert r\rVert\le\sqrt{\Delta E\,(\lambda_1-\theta)}$. With $\lambda_1-\lambda_0=10.77$ eV and $\Delta E=10^{-5}$ eV this is $0.010$ eV, first met at step 5, although the actual error passes $10^{-5}$ eV at step 4. The value $10^{-4}$ eV bounds the energy error by $9.3\times10^{-10}$ eV but the vector error only by $\sin\varphi\le9.3\times10^{-6}$, so the guaranteed accuracy of a property that is first order in the vector improves only linearly as the tolerance is tightened. A small gap tightens both demands. A small change in $\theta$ between steps is not a convergence test, since a stalled run has no change at all.

**`lindep_tol`.** The program uses $10^{-8}$. Near the exact limit $\lVert t\rVert\approx1$, and for $x$ after step 1 of the example $\lVert Qt\rVert\approx1.53\,\eta$, so there the test fires only for $\eta$ below about $6.5\times10^{-9}$. At $\eta=10^{-6}$ six digits are lost and the direction is still useful. With the test disabled at $M=H$, the solver would normalize the $3.5\times10^{-16}$ of rounding noise and append a direction that the algebra does not determine. A rejected vector with $\lVert r\rVert$ above tolerance should trigger a change of correction and not a report of convergence. The simplest safe choice is $t=-r$, which has $Qt=-r$ and $b=-\lVert r\rVert\neq0$ and so always lowers the energy by (6). A fixed shift below the lowest eigenvalue of $M$ is also safe. Switching to `olsen` helps when $M$ is exact and $t=-x$, but it is not a general guarantee: if the rejected $t$ has $x^Tt=0$, (11) returns the same vector.

## Numbers as computed

```
R(OH) = 0.96 angstrom, angle = 104.5 deg, determinants N = 441
E(RHF) = -2039.8558 eV (zero of energy below); 1 hartree = 27.211386 eV
lam0 = -1.356097 eV = -0.04983565 hartree; lam1 = 9.4119 eV
lowest excited D_I = 12.075 eV, largest D_I = 1282.3 eV
HF coefficient in c0 = 0.986561
EN E2 = -1.475639 eV, E3 = 0.153743 eV, E2+E3 = -1.321896 eV
MP2 from r.t = -0.972141 eV; |t_EN| = 0.17692
order in g of theta_1 - lam0 = 4.000
leading determinant: alpha [1, 2, 4, 5, 7] beta [1, 2, 4, 5, 7]
 H_I0 = 4.1521 eV, D_I = 49.6990 eV, F_I-F_0 = 73.7668 eV
 t_EN = -0.08355, t_MP = -0.05629, FCI c_I/c_0 = -0.07837
threshold |r| < 1e-04 eV; Davidson: step, theta, error, |r|, Temple bound (eV)
  0    0.000000  1.36e+00  8.67e+00  7.98e+00
  1   -1.303749  5.23e-02  1.86e+00  3.21e-01
  2   -1.353476  2.62e-03  4.23e-01  1.66e-02
  3   -1.355999  9.81e-05  7.15e-02  4.75e-04
  4   -1.356094  2.93e-06  1.43e-02  1.89e-05
  5   -1.356097  6.89e-08  2.07e-03  3.98e-07
  6   -1.356097  1.31e-09  3.13e-04  9.10e-09
  7   -1.356097  3.29e-11  4.43e-05  1.82e-10
first 2x2 problem: a = 52.0541 eV, b = -8.3406 eV
steps: Davidson 7, Lanczos 30, Olsen(M=D) 7, Olsen(M=H) 2
x after step 1: |delta| = 0.03350, |t_Dav| = 0.03551, x.t_Dav = -1.204e-04
 eps = 1.607e-04 eV, |P t_Dav - t_Olsen|/|t_Olsen| = 5.149e-04
M=H from HF: stalled, error 1.356097 eV, |r| = 8.6677 eV
M=H after step 1: |t+x| = 1.1e-14, |Qt| = 3.5e-16
diagonal model, start c0: Davidson stalled at 1.2634 eV, Olsen converges in 2 steps
eta, min eig(M-theta) eV, r.t eV, |Qt|, error after step eV
   1e+00    1.3037 -5.540e-02 3.550e-02 2.621e-03
   1e-01    0.1976 -6.168e-02 3.882e-02 2.177e-05
   1e-03   -0.0497  2.555e-03 1.612e-03 4.717e-08
   1e-06   -0.0523  2.428e-06 1.532e-06 5.082e-08
limit |Qt|/eta = 1.53175; c0.O.c0 = -2.6195 eV
theta-sigma = 1.0 eV: |Qt| = 3.381e-02, error after step 8.734e-06 eV
Olsen M=H: error after step 2.926e-08 eV
phi = 0.001, 0.0005 rad; orders: Davidson 0.999, eta->0 2.000, Olsen(M=H) 3.000
```
